\section*{Minimum Radius for Planar Channelling in a Uniformly Bent Crystal}

\section{Result and assumptions}

A positive ion of charge $Z_1e$, rest mass $M$, momentum $p$ and speed $v$ travels between atomic planes bent to a uniform radius $R$. Let $x$ be its distance from the middle of the channel, positive outward (away from the centre of curvature), and let $d$ be the plane spacing, so that the channel is $-d/2<x<d/2$. The planes act through a continuum potential energy $U(x)$, in which the atoms are smeared along the planes and averaged over their thermal vibration. The prime denotes $d/dx$.

The assumptions are these.
\begin{itemize}
\item The motion is classical, without energy loss or scattering.
\item $d/R$ and $U/(pv)$ are small, and only the leading order in them is kept.
\item $U$ is smooth, even and periodic with period $d$. On $0<x<d/2$ its gradient $U'$ rises strictly from zero to a single maximum $U'_{\max}$ at $x_m$, then falls strictly to zero at the plane.
\end{itemize}

\paragraph{Theorem.} Define
\begin{equation}
R_{\min}=\frac{pv}{U'_{\max}},\qquad pv=\frac{T(T+2Mc^2)}{T+Mc^2},
\label{eq:main}
\end{equation}
where $T$ is the kinetic energy.
\begin{itemize}
\item[(i)] If $R>R_{\min}$, there is a stable orbit that follows the bend, surrounded by a well of finite depth.
\item[(ii)] If $R<R_{\min}$, every ion leaves the channel.
\item[(iii)] If $R=R_{\min}$, the one orbit that follows the bend is not stable.
\end{itemize}

At $R_{\min}$ the well has vanished. This radius is therefore a limit, and a crystal meant to carry a beam needs a larger one.

The expression for $pv$ follows from $v=pc^2/E$ with $E=T+Mc^2$. Thus $pv=p^2c^2/E$, and $p^2c^2=E^2-M^2c^4=T(T+2Mc^2)$. It tends to $2T$ for slow ions and to $T$ for ultrarelativistic ones.

\section{Motion in the bent channel}

\paragraph{Lemma 1.} To leading order the transverse motion obeys
\begin{equation}
\gamma M\ddot x=F-U'(x),\qquad F=\frac{pv}{R},
\label{eq:motion}
\end{equation}
where $\gamma=E/(Mc^2)$.

\paragraph{Proof.} Use polar coordinates about the centre of curvature, with $r=R+x$. The force is radial and equals $-U'(x)$. The radial component of $d\mathbf p/dt$, with $\mathbf p=\gamma M\mathbf v$, gives
\begin{equation}
\frac{d}{dt}(\gamma M\dot r)-\gamma M r\dot\theta^2=-U'(x).
\end{equation}
With $v_\theta=r\dot\theta$, the second term is $\gamma Mv_\theta^2/r$. Three replacements lead to (\ref{eq:motion}).

First, $r$ becomes $R$, with a relative error of order $d/R$. Second, $v_\theta^2=v^2-\dot x^2$ becomes $v^2$. A channelled ion has $\gamma M\dot x^2/2$ of order $U$, so the relative error is of order $U/(pv)$. The changes of $pv$ along the path, which follow from energy conservation, are of the same order. Third, $\gamma$ is taken outside the derivative. Since $Mc^2\dot\gamma=-U'\dot x$, the omitted term $\dot\gamma M\dot x$ is smaller than $U'$ by $\dot x^2/c^2$. Finally $\gamma Mv^2=pv$. $\square$

At equilibrium, (\ref{eq:motion}) reads $pv/R=U'(x)$: the inward push of the outer plane supplies the centripetal force. In the frame that follows the bend, the ion moves in the effective potential
\begin{equation}
U_{\mathrm{eff}}(x)=U(x)-Fx .
\end{equation}

\section{Proof of the theorem}

\paragraph{Case (i), $F<U'_{\max}$.} On the outer half of the channel, $U'$ rises through the value $F$ once, at $x_1<x_m$, and falls through it once, at $x_2>x_m$. On the inner half $U'\le0<F$, so there are no further equilibria. The slope $U'_{\mathrm{eff}}=U'-F$ is negative for $x<x_1$, positive for $x_1<x<x_2$ and negative for $x>x_2$. Hence $x_1$ is a minimum and $x_2$ a maximum of $U_{\mathrm{eff}}$.

The inner side is closed as well. Because $U(-d/2)=U(d/2)\ge U(x_2)$,
\begin{equation}
U_{\mathrm{eff}}(-d/2)=U(d/2)+\frac{Fd}{2}>U(x_2)-Fx_2=U_{\mathrm{eff}}(x_2).
\end{equation}
An ion that starts at $x<x_2$ with transverse energy below $U_{\mathrm{eff}}(x_2)$ therefore turns back on both sides. The depth of the well is
\begin{equation}
W=U(x_2)-U(x_1)-F(x_2-x_1)>0 .
\label{eq:depth}
\end{equation}

\paragraph{Case (ii), $F>U'_{\max}$.} Now $F-U'(x)\ge F-U'_{\max}>0$ at every $x$. The outward acceleration has a positive lower bound, so no ion can remain in a channel of finite width. For an ion with no initial transverse velocity, the distance $z$ travelled before leaving can be bounded. After time $t=z/v$ it has moved outward by at least $(F-U'_{\max})t^2/(2\gamma M)$, and it has left once this reaches $d$. With $\gamma Mv^2=pv$ and $F-U'_{\max}=pv(1/R-1/R_{\min})$,
\begin{equation}
z\le\sqrt{\frac{2d\,pv}{F-U'_{\max}}}=\sqrt{\frac{2dR}{1-R/R_{\min}}}.
\end{equation}

\paragraph{Case (iii), $F=U'_{\max}$.} The sole equilibrium is $x_m$, and the net force is outward everywhere else. An ion placed at rest slightly outside $x_m$ moves away from it and leaves. $\square$

The theorem was tested with relativistic proton trajectories in fixed Cartesian axes, where no centrifugal term is put in by hand, at 400 GeV and at 1 MeV. In the silicon potential used below, a proton started along the planes at $x_m$ stayed in the channel for 20 small-oscillation wavelengths when $R=1.01R_{\min}$. At $R=0.99R_{\min}$, protons from five starting positions across the channel all left.

\section{The largest gradient}

Let an ion and a target atom of atomic number $Z_2$ interact through $V(r)=Z_1Z_2e^2\varphi(r)/r$, in Gaussian units. The screening function $\varphi$ falls from $\varphi(0)=1$ to zero. Each plane has $n_p$ atoms per unit area.

\paragraph{Lemma 2.} A static plane repels the ion at distance $y$ with the force $G_0\varphi(y)$, where
\begin{equation}
G_0=2\pi Z_1Z_2e^2n_p .
\label{eq:G0}
\end{equation}

\paragraph{Proof.} A ring of radius $\rho$ in the plane lies at distance $r=\sqrt{\rho^2+y^2}$ from the ion. Each of its atoms contributes the normal force $-(dV/dr)\,y/r$. Since $\rho\,d\rho=r\,dr$,
\begin{align}
n_p\int_0^\infty 2\pi\rho\left(-\frac{dV}{dr}\right)\frac yr\,d\rho
&=2\pi n_p\,y\int_y^\infty\left(-\frac{dV}{dr}\right)dr\\
&=2\pi n_p\,y\,V(y)=G_0\varphi(y).\qquad\square
\end{align}

\paragraph{Lemma 3.} In the static lattice $|U'|\le G_0$, and $U'\to G_0$ as the outer plane is approached from inside the channel. With thermal vibration $U'_{\max}<G_0$, so
\begin{equation}
R_{\min}>\frac{pv}{G_0}.
\label{eq:bound}
\end{equation}

\paragraph{Proof.} Let $y=d/2-x$ be the distance to the outer plane, with $0<y<d/2$. Planes on the outer side push inward and count positively in $U'$; planes on the inner side count negatively. In order of distance,
\begin{equation}
\frac{U'_{\mathrm{static}}}{G_0}=\varphi(y)-\varphi(d-y)+\varphi(d+y)-\varphi(2d-y)+\cdots
\end{equation}
The terms alternate in sign and decrease in size, so the sum lies between $0$ and $\varphi(y)\le1$. As $y\to0$, all terms after the first cancel in pairs and the sum tends to 1. The inner half of the channel follows by symmetry.

Thermal vibration replaces $U'_{\mathrm{static}}(x)$ by its average over Gaussian displacements. The static gradient reaches magnitude $G_0$ at most at the planes, so its average is strictly smaller. $\square$

The static gradient jumps from $G_0$ to $-G_0$ across a plane. Vibration turns this jump into a smooth zero, which moves the maximum away from the plane and into the channel.

For numbers, write $\varphi(r)=\sum_i\alpha_ie^{-b_ir}$, and let $u$ be the rms displacement normal to the plane. One exponential contributes to the averaged force, in units of $G_0\alpha_i$,
\begin{equation}
\int_{-\infty}^{y}g(s)e^{-b_i(y-s)}ds-\int_y^\infty g(s)e^{-b_i(s-y)}ds,
\qquad g(s)=\frac{e^{-s^2/2u^2}}{\sqrt{2\pi}\,u}.
\end{equation}
In the first integral the square is completed by
\begin{equation}
-\frac{s^2}{2u^2}+b_is=-\frac{(s-b_iu^2)^2}{2u^2}+\frac{b_i^2u^2}{2},
\end{equation}
and in the second by the same identity with $b_i\to-b_i$ in the linear terms. What remains are partial integrals of displaced Gaussians. The averaged force of one plane is
\begin{multline}
f(y)=G_0\sum_i\frac{\alpha_i}{2}e^{b_i^2u^2/2}\Big[e^{-b_iy}\,\mathrm{erfc}\frac{b_iu^2-y}{\sqrt2\,u}\\
-e^{b_iy}\,\mathrm{erfc}\frac{b_iu^2+y}{\sqrt2\,u}\Big].
\end{multline}
With planes at $x_j=(j+\tfrac12)d$, the gradient is $U'(x)=-\sum_jf(x-x_j)$.

\section{How much well is left}

\paragraph{Weak bending.} Differentiate (\ref{eq:depth}) with respect to $F$. The terms from the motion of $x_1$ and $x_2$ carry the factors $U'(x_i)-F=0$, which leaves
\begin{equation}
\frac{dW}{dF}=-(x_2-x_1).
\end{equation}
For a straight crystal $x_2-x_1=d/2$ and $W=U_0$, the full well depth. Hence $W\simeq U_0-Fd/2$ for small $F$.

\paragraph{Near the limit.} Put $s=x-x_m$, $k=|U'''(x_m)|>0$ and $\delta=U'_{\max}-F=U'_{\max}(1-R_{\min}/R)$. Then $U'-F\simeq\delta-ks^2/2$, with zeros at $s=\pm s_0$, $s_0=\sqrt{2\delta/k}$. The depth is the integral between them:
\begin{equation}
W\simeq2\delta s_0-\frac{ks_0^3}{3}=2\delta s_0-\frac{2\delta s_0}{3}=\frac{4\sqrt2}{3}\,\frac{\delta^{3/2}}{\sqrt k}.
\label{eq:law}
\end{equation}
The power $3/2$ means that a small margin above $R_{\min}$ buys very little depth.

\paragraph{Remark on quantum mechanics.} The number of bound transverse levels scales as width times transverse momentum, that is as $s_0\sqrt W\propto\delta^{5/4}$. The classical limit loses its sharpness when this number falls to about one. In the silicon example below, a semiclassical count at $R=1.1R_{\min}$ gives about ten levels for 400 GeV protons but only about half a level for 1 MeV protons, so at 1 MeV $R_{\min}$ is a classical estimate, blurred by ten per cent or more. The count reaches one at $R/R_{\min}\simeq1.18$ for 1 MeV and at $\simeq1.02$ for 400 GeV.

\section{Protons in silicon}

The example uses the (110) planes of silicon with lattice constant 0.5431 nm. The spacing is $d=0.1920$ nm and $n_p=9.589$ nm$^{-2}$. Screening is of Molière form, with $\alpha_i=(0.10,0.55,0.35)$, $b_i=(6,1.2,0.3)/a$ and $a=0.01944$ nm. The vibration amplitude $u=0.0075$ nm is a rough room-temperature value. With $e^2=1.440$ eV nm,
\begin{equation}
G_0=2\pi(14)(1.440)(9.589)\ \mathrm{eV/nm}\simeq1215\ \mathrm{eV/nm}.
\end{equation}
Vibration reduces the maximum to $U'_{\max}=588$ eV/nm (5.88 GeV/cm), at 0.0128 nm from the plane. On a grid across the channel, $U'-F$ had no zero for $R/R_{\min}=0.5$ and 0.98, and two zeros for 1.02, 2 and 10, as the single-maximum assumption requires.

For a 400 GeV proton $pv=4.009\times10^{11}$ eV, and for a 1 MeV proton $pv=1.999\times10^6$ eV. Therefore
\begin{align}
R_{\min}(400\ \mathrm{GeV})&=\frac{4.009\times10^{11}}{588}\ \mathrm{nm}\simeq0.68\ \mathrm m,\\
R_{\min}(1\ \mathrm{MeV})&=\frac{1.999\times10^{6}}{588}\ \mathrm{nm}\simeq3.4\ \mu\mathrm m.
\end{align}
The static-lattice bounds (\ref{eq:bound}) are 0.33 m and 1.6 $\mu$m.

Two inputs limit the accuracy. Raising $u$ by 10\% lowers $U'_{\max}$ by 4.6\%. Screening taken from a Hartree--Fock free silicon atom, which omits bonding and electron correlation, gives 563 eV/nm, about 4.3\% below the Molière value; it also lowers the straight well depth quoted below from 22.7 to 21.3 eV. Each change raises $R_{\min}$ by 4 to 5\%.

The straight well is $U_0=22.7$ eV deep. At $R/R_{\min}=1.1$, 2, 5 and 10 the remaining depth is 0.34, 5.3, 13.4 and 17.6 eV. At $R/R_{\min}=1.001$, law (\ref{eq:law}) gives $3.772\times10^{-4}$ eV against $3.773\times10^{-4}$ eV from the full potential. Scaled from there with $\delta^{3/2}$, it gives 0.33 eV at 1.1 and 4.2 eV at 2, which is 3\% and 20\% below the full values.

\paragraph{Nuclear scattering.} At the limit the ion runs 0.0128 nm from the plane, less than $2u$, where close collisions with vibrating nuclei, absent from the model, are to be expected. As a rough convention, require the stable orbit to stay $2.5u$ away. The gradient there is 529 eV/nm, which raises the radius by 11\%, to 0.76 m at 400 GeV. This is close to the case $R/R_{\min}=1.1$, so the well is still only about 0.3 to 0.4 eV deep.

\section{Comparison with real crystals}

\paragraph{Beam steering.} Silicon crystals a few millimetres long, bent to radii of roughly ten metres or more, are used to deflect proton beams of hundreds of GeV. Take $R=10$ m, a length of 2 mm and a thickness of 0.5 mm across the bend. The deflection is $2\ \mathrm{mm}/10\ \mathrm m=0.20$ mrad. The required force is $F=40.1$ eV/nm and $R/R_{\min}=14.7$. The weak-bending formula predicts a loss of depth $Fd/2=3.85$ eV, or 17\% of $U_0$; the full potential gives 15.9\%. If this curvature is imposed directly, the surface strain, half the thickness divided by $R$, is $2.5\times10^{-5}$. In strip crystals the channelling curvature is the anticlastic response to a primary bend that is tighter by the inverse Poisson ratio (0.16 to 0.36 for common (110) cuts), and the strain is then 3 to 6 times larger. Real crystals break the assumption of uniform curvature. If the curvature varies slowly over the oscillation wavelength (68 $\mu$m in the straight channel, 67 $\mu$m at this radius, 30 to 50 $\mu$m for $R/R_{\min}$ between 1.01 and 2), the theorem applies locally: a section bent 10\% more tightly than the average requires an average radius 10\% larger.

\paragraph{Electronic dechannelling.} A collision that gives an electron of mass $m$ the energy $T_e$ gives the ion a transverse kick $q$ with $q^2\simeq2mT_e$ when $T_e$ is well below its kinematic maximum, and so adds on average $q^2/(2\gamma M)=mT_e/(\gamma M)$ to its transverse energy. Weighting with the Rutherford cross section $2\pi Z_1^2e^4/(mv^2T_e^2)$ per unit $T_e$, for electron density $n_e$,
\begin{equation}
\frac{dE_\perp}{dz}=\frac{m}{\gamma M}\,\frac{2\pi Z_1^2e^4n_e}{mv^2}\,\ln\frac{T_2}{T_1}.
\end{equation}
Here $n_e$ is the mean valence density and $T_1=16.6$ eV the valence plasmon energy. $T_2$ is the smaller of the kinematic maximum and $U_0\gamma M/m$, at which one collision supplies the whole well depth. The length $U_0/(dE_\perp/dz)$ is about 250 mm at 400 GeV and 3.6 $\mu$m at 1 MeV; these are the dechannelling lengths in the numerical output. At 1 MeV the collisions extend to the kinematic maximum $T_{\max}$, where the kick is purely along the beam. The full relation $q^2=2mT_e(1-T_e/T_{\max})$ lowers the logarithm by about one and lengthens 3.6 $\mu$m to 4.5 $\mu$m; at 400 GeV it changes nothing visible. These lengths count both transverse directions. Half of the energy goes into motion normal to the planes, so at fixed logarithm the planar estimates are twice as long, about 0.5 m and 9 $\mu$m. These are mean distances for an ion that starts at the bottom of the well. Treated as diffusion in transverse energy at the same rate, the channelled population decays by $1/e$ over 0.36 m and 6.4 $\mu$m, or over 0.22 m and 4 $\mu$m if ions are counted as lost at $2.5u$ from a plane, where $U$ is 14.3 eV above its minimum. At 1 MeV the energy is not constant over such depths: stopping by valence electrons alone removes about 0.2 MeV in 9 $\mu$m. Core electrons and nuclei are left out and would shorten the lengths. On this estimate, electronic dechannelling is a small effect in the 2 mm crystal; the estimate says nothing about ions that enter close to the planes, where nuclear scattering acts.

\paragraph{Implantation.} Take a 1 MeV proton in a wafer bowed to 10 m. Even if the channelling planes took on the full curvature of the bow, $R/R_{\min}$ would be about $3\times10^6$, and the well would lose less than one part in a million of its depth. Planes normal to the surface tilt but stay nearly flat in simple bending, so their curvature is smaller still. Such a bow is severe: over a 300 mm wafer it means a sag of $(0.15\ \mathrm m)^2/(20\ \mathrm m)\simeq1.1$ mm, whereas ordinary bows are roughly tens of micrometres. Nor can an elastic wafer approach the limit. At $R=3.4\ \mu$m, a surface strain of 1\% already restricts the thickness to 0.07 $\mu$m.

A bow acts instead through the angle of incidence. An ion entering at mid-channel at angle $\psi$ has transverse energy $pv\psi^2/2$, and it is captured if this is below $U_0$, so
\begin{equation}
\psi<\sqrt{\frac{2U_0}{pv}}=\sqrt{\frac{45.4}{1.999\times10^6}}\simeq4.8\ \mathrm{mrad}.
\end{equation}
This uses the full depth; keeping the ion $2.5u$ from the planes lowers the angle to 3.8 mrad. Planes normal to the surface tilt along with the surface. At the edge points reached from the centre by going across the planes, the tilt is $0.15/10=15$ mrad. A parallel beam aligned with the planes at the centre is then outside the capture angle at those points, although the curvature along each ion's path is negligible.

\section*{Computed values}
\begin{verbatim}
Lattice constant of Si: 0.5431 nm
(110) plane spacing d: 0.1920 nm
Areal density of a plane: 9.589 nm^-2
Screening length: 0.01944 nm
Vibration amplitude u (rough input): 0.0075 nm
Static limiting gradient: 1214.6 eV/nm
Maximum thermal gradient: 587.9 eV/nm
  the same, converted: 5.879 GeV/cm
Maximum lies from mid-channel at: 0.0832 nm
Maximum lies from the plane at: 0.0128 nm
Straight well depth: 22.71 eV
Gradient at 2.5u from plane: 529.4 eV/nm
Change of max gradient, u +10%: -4.6 %
Max gradient, Hartree-Fock atom: 563.0 eV/nm
  relative to Moliere: -4.2 %
R/R_min=1.1: x1=0.0776 nm, depth=0.338 eV
R/R_min=2: x1=0.0595 nm, depth=5.312 eV
R/R_min=5: x1=0.0316 nm, depth=13.443 eV
R/R_min=10: x1=0.0168 nm, depth=17.587 eV
Depth at R/R_min=1.001, full: 3.773e-04 eV
Depth at R/R_min=1.001, law: 3.772e-04 eV
Valence plasmon energy: 16.6 eV
400 GeV proton: pv = 4.00936e+11 eV
  R_min = 0.682 m
  static-lattice bound = 0.330 m
  R keeping 2.5u clearance = 0.757 m
  R/R_min at R = 10 m: 14.66
  orbit shift at 10 m: 1.163e-02 nm
  well depth lost at 10 m: 15.9 %
  small-oscillation wavelength: 68.1 um
  rough straight dechannelling length: 252 mm
  rough length at 10 m: 212 mm
  bound transverse levels: 1045
  neglected d/R_min: 2.8e-10
1 MeV proton: pv = 1.99894e+06 eV
  R_min = 3.400 um
  static-lattice bound = 1.646 um
  R keeping 2.5u clearance = 3.776 um
  R/R_min at R = 10 m: 2.941e+06
  orbit shift at 10 m: 5.862e-08 nm
  well depth lost at 10 m: 8.45e-05 %
  small-oscillation wavelength: 0.152 um
  rough straight dechannelling length: 0.00358 mm
  rough length at 10 m: 0.00358 mm
  bound transverse levels: 51
  neglected d/R_min: 5.6e-05
Deflection, 2 mm crystal at 10 m: 0.20 mrad
Surface strain, 0.5 mm at 10 m: 2.5e-05
1% strain thickness at 1 MeV R_min: 0.07 um
\end{verbatim}
